# Avrami Exponents for Constant-Speed Domain Growth: Initial Nuclei versus Constant Creation

Suppose that a reversed field switches a ferroelectric by the growth of domains whose walls move at constant speed $v$ in $d$ dimensions. If all nuclei are present when the field is applied, the data are their density $N_0$, with dimension length$^{-d}$, the speed $v$ and the time $t$. Up to powers of itself, these form one dimensionless group,

$$N_0 (vt)^d .$$

If instead no nuclei are present at first and new ones are created at a constant rate $J$ per unit $d$-dimensional volume and time, $J$ has dimension length$^{-d}$ time$^{-1}$, and the group is

$$J v^d t^{d+1}.$$

The switched fraction $c(t)$ must be a function of one group or the other. At early times the domains do not touch, so $c$ is proportional to the number of nuclei, hence to the first power of the group. It therefore starts as $t^d$ in the first case and as $t^{d+1}$ in the second. Dimensions cannot say what happens once domains meet. That needs a statistical assumption about where the nuclei lie.

Take the medium to be infinite and uniform, and let the nuclei appear at independent random points. Each domain starts with zero size, grows with a convex shape and orientation common to all domains, and stops where it meets another. After growing for a time $u$ it would, if alone, fill the volume $C_d (vu)^d$. For balls $C_1=2$, $C_2=\pi$ and $C_3=4\pi/3$; another convex shape changes this constant but not the power of $u$. The rate $J$ refers to unswitched medium, since a nucleus of the new polarization has no meaning where that polarization already exists.

This last restriction makes creation depend on the history of growth. It can be removed by letting creation run at the same rate in switched regions too. The extra nuclei are called phantoms, and they must be shown to change nothing. Let $g(\mathbf r)$ be the distance suited to the domain shape, such that a nucleus at the origin reaches $\mathbf r$ after a time $g(\mathbf r)/v$. For a ball it is the ordinary distance; for any convex shape it obeys the triangle inequality. Let a phantom appear at $\mathbf y_2$ at time $s_2$, inside a domain born at $\mathbf y_1$ at time $s_1$. Being inside means $g(\mathbf y_2-\mathbf y_1)\le v(s_2-s_1)$, so the phantom would reach a point $\mathbf x$ at

$$s_2+\frac{g(\mathbf x-\mathbf y_2)}{v}\;\ge\; s_1+\frac{g(\mathbf y_2-\mathbf y_1)+g(\mathbf x-\mathbf y_2)}{v}\;\ge\; s_1+\frac{g(\mathbf x-\mathbf y_1)}{v}.$$

The right-hand side is the arrival time of the older domain, so the phantom is never first. The same inequality deals with collisions. If a nucleus is the first to reach $\mathbf x$, no other can have reached an intermediate point of its straight path earlier, for that rival would then have reached $\mathbf x$ earlier too. The path is unobstructed, and the switched region is the union of freely growing, overlapping domains.

Now look backwards from a fixed point $\mathbf x$. It is still unswitched at time $t$ if no nucleus born at any earlier time $s$ lies within the reach $v(t-s)$. The positions and birth times that must be empty form a cone in space and time. Divide this cone into small cells, and let cell $i$ hold a nucleus with small probability $p_i$. The cells are independent, so the probability that all are empty is

$$\prod_i (1-p_i)=\exp\Big[\sum_i\ln(1-p_i)\Big]\;\longrightarrow\;\exp\Big[-\sum_i p_i\Big],$$

because $\ln(1-p_i)\to-p_i$ as the cells shrink. The remaining sum is the mean number of nuclei in the cone, called $A(t)$. In a uniform medium the probability that a point is switched equals the mean switched fraction, and therefore

$$c(t)=1-e^{-A(t)} .$$

The mean number has two parts. The initial nuclei contribute their density times the volume within reach. Those born between $s$ and $s+ds$ contribute $J\,ds$ times the volume within their shorter reach:

$$A(t)=N_0C_d(vt)^d+J\int_0^t C_d v^d(t-s)^d\,ds .$$

With the age $u=t-s$ as variable, the integral is $\int_0^t u^d\,du=t^{d+1}/(d+1)$, which gives

$$A(t)=C_d v^d t^d\left[N_0+\frac{J t}{d+1}\right].$$

The creation term can be read as a product: $Jt$ nuclei per unit volume, each with the volume of the oldest domain, times $1/(d+1)$, the average of $(u/t)^d$ over ages spread evenly from zero to $t$. The extra power of time comes from the growing number of nuclei. The spread of ages supplies the factor $1/(d+1)$.

The Avrami exponent is the slope

$$n=\frac{d\ln[-\ln(1-c)]}{d\ln t}=\frac{d\ln A}{d\ln t}.$$

For initial nuclei alone $n=d$; for constant creation alone $n=d+1$. In one, two and three dimensions the exponents are 1, 2, 3 in the first case and 2, 3, 4 in the second. The value 3 can thus mean three-dimensional growth from initial nuclei or two-dimensional growth with constant creation, and the value 2 is ambiguous in the same way. For these two values the dimension has to be known independently before the exponent can reveal the mode of nucleation.

When both kinds of nuclei act, write $A=N_0C_dv^dt^d(1+x)$ with $x=Jt/[(d+1)N_0]$. Since $x$ is proportional to $t$, $dx/d\ln t=x$, and

$$n(t)=d+\frac{x}{1+x}.$$

The exponent rises from $d$ to $d+1$ as created nuclei take over. It stands midway at $x=1$, when $t=(d+1)N_0/J$. A measurement sees this drift if that time falls within the switching transient.

The opposite drift occurs when creation uses up a finite stock of sites. Let there be $N_s$ randomly placed sites per unit volume, each firing at the rate $\nu=J/N_s$. The creation rate, phantoms included, is then $Je^{-\nu s}$. In two dimensions the integral is done by parts, each step lowering the power of $t-s$ by one:

$$\int_0^t e^{-\nu s}(t-s)^2ds=\frac{t^2}{\nu}-\frac{2t}{\nu^2}+\frac{2(1-e^{-\nu t})}{\nu^3}.$$

For $\nu t\gg1$ the first term dominates and $A\to N_s\pi v^2t^2$, the result for initial nuclei of density $N_s$. For $\nu t\ll1$, expanding the exponential gives $\tfrac13t^3(1-\nu t/4+\dots)$, so $n\approx3-\nu t/4$. The two mechanisms are the fast and slow limits of the same activation process.

In a pure case $A=(t/t_0)^n$, with

$$t_0=\frac{1}{v\,(C_dN_0)^{1/d}}\quad\text{or}\quad t_0=\left[\frac{d+1}{C_dJv^d}\right]^{1/(d+1)}$$

for initial nuclei and for creation respectively. The time to reach a fraction $c$ is $t_0[-\ln(1-c)]^{1/n}$. Hence $t_{50}=t_0(\ln2)^{1/n}$, and

$$\frac{t_{90}}{t_{10}}=\left[\frac{\ln10}{\ln(10/9)}\right]^{1/n}\approx21.85^{1/n}.$$

This ratio contains neither speed nor density, so it isolates the exponent. A larger $n$ means a sharper transition.

In a capacitor each switched area delivers the charge density $2P_r$, where $P_r$ is the remanent polarization. The switching current density is

$$j=2P_r\frac{dc}{dt}=2P_r\,\frac{n}{t_0}\left(\frac{t}{t_0}\right)^{n-1}e^{-(t/t_0)^n}.$$

Setting the derivative of $\ln j$ to zero gives $(n-1)/t=nt^{n-1}/t_0^n$, so for $n>1$ the current peaks at $t_0[(n-1)/n]^{1/n}$. For $n=1$ it is largest at the start and then decays.

For an example, take a 10 nm film of ferroelectric hafnium-zirconium oxide at 2.5 MV/cm, with $P_r=20$ µC/cm² and domains that span the film. Growth is then sideways, $d=2$, and densities are per unit area. Let $v=0.1$ nm/ns. Compare $N_0=10^{11}$ cm⁻² $=10^{-3}$ nm⁻² without creation with $J=2\times10^{18}$ cm⁻² s⁻¹ $=2\times10^{-5}$ nm⁻² ns⁻¹ without initial nuclei. For circular domains,

$$t_0=\frac{1}{0.1\sqrt{\pi\times10^{-3}}}=178.4\ \text{ns},\qquad t_0=\left[\frac{3}{\pi\times2\times10^{-5}\times0.1^2}\right]^{1/3}=168.4\ \text{ns}.$$

The half-times, $178.4\,(\ln2)^{1/2}=148.5$ ns and $168.4\,(\ln2)^{1/3}=149.0$ ns, are nearly equal, so a half-time measurement would hardly separate the mechanisms. The shapes do. With initial nuclei, switching goes from 10 % to 90 % between 58 and 271 ns, a ratio of 4.67. With creation it does so between 80 and 222 ns, a ratio of 2.80. The current peaks at 192 A/cm² after 126 ns in the first case and at 279 A/cm² after 147 ns in the second. If both sets of nuclei were present together, the exponent would be 2.25 at 50 ns, 2.50 at 150 ns and 2.67 at 300 ns. By 300 ns, however, more than 99.9 % of the film has switched, so a measurement would see mainly the rise from 2.25 at 10 % switched to 2.55 at 90 %.

The number of domains formed differs as well. Real domains are created at the rate $J(1-c)$, so the total number formed per unit area is

$$J\int_0^\infty e^{-(t/t_0)^3}dt=Jt_0\,\Gamma(4/3)=3.0\times10^{11}\ \text{cm}^{-2},$$

where the substitution $w=(t/t_0)^3$ produces the gamma function. At the same half-time, creation forms three times as many domains as the initial nuclei do. They cannot be counted afterwards, because domains of the same polarization merge without leaving a wall between them; they would have to be observed while the film is switching.

These parameters are rough round values for a hafnia memory capacitor; the wall speed and nucleus densities were chosen to give switching within a few hundred nanoseconds. Real films of this kind are usually polycrystalline, with grains roughly 10 to 20 nm across, whereas the average area per initial nucleus, $1/N_0$, is that of a square of side 32 nm. The model therefore needs walls that cross grain boundaries. Suppose instead that they stop there, in square grains of side 20 nm. The volume within reach is replaced by the part of the disk lying inside the grain, and $e^{-A}$ is averaged over positions in the grain by numerical quadrature. At the ideal half-time, initial nuclei have then switched 27 % instead of 50 %, and the local exponent is 1.0 instead of 2. Creation gives 33 % and 2.4 instead of 3. A grain holds on average $10^{-3}\times20^2=0.4$ initial nuclei, so the first process ends at $1-e^{-0.4}=33$ %: grains without a nucleus never switch. Under creation they switch eventually, and once growth across a grain is fast compared with the wait for a nucleus, $A\to J\times(20\ \text{nm})^2\,t$ and the exponent tends to 1, whatever the dimension.

A second assumption that a polycrystalline film can break is the uniform field. Let regions much larger than the nucleus spacing have local fields $E$ with a Gaussian spread of 10 %, and let $v$ and $J$ both vary as $e^{-E_a/E}$, with a rough activation field $E_a=10$ MV/cm. Multiplying both rates by a factor $f$ turns $A(t)$ into $A(ft)$, so each region keeps its exponent $n$ but has its own clock. With $a$ the value of $A$ in a region, $p=e^{-a}$ its unswitched fraction and angle brackets the average over regions, $1-c=\langle p\rangle$ and the measured slope is

$$n_{\rm loc}=n\,\frac{\langle a\,e^{-a}\rangle}{-\langle e^{-a}\rangle\ln\langle e^{-a}\rangle}
=n\,\frac{\langle -p\ln p\rangle}{-\langle p\rangle\ln\langle p\rangle}\le n .$$

The inequality holds because $-p\ln p$ is concave. At the ideal half-time, numerical averaging gives 1.66 for initial nuclei and 2.08 for creation. Taken alone, the second number would pass for two-dimensional growth from initial nuclei, although every region follows the creation law with $n=3$. The warning sign is drift: in that case the slope falls from 2.8 at 10 % switched to 1.3 at 90 %.

The field may also fall during switching. Let a non-ferroelectric layer of thickness $\delta=0.5$ nm lie in series with the film of thickness $h=10$ nm, both with relative permittivity $\varepsilon_r=30$, at fixed voltage and with no trapped charge at their interface. Continuity of displacement gives $E_\delta=E_h+P/(\varepsilon_0\varepsilon_r)$. Inserting this in $hE_h+\delta E_\delta=V$ shows that full reversal, a change of $2P_r$ in $P$, lowers the film's field by

$$\Delta E=\frac{2P_r\,\delta}{\varepsilon_0\varepsilon_r(h+\delta)}=0.72\ \text{MV/cm}.$$

Starting at 2.5 MV/cm and using the laterally averaged field $2.5-0.72\,c$ (in MV/cm), the clock $\tau$ advances as $d\tau/dt=f$, with $f$ falling as switching proceeds. The exponent becomes $n\,(t/\tau)\,f$, which is below $n$ because the present $f$ is smaller than its past average $\tau/t$. Numerical integration gives 1.47 and 2.13 at the ideal half-time, with 38 % and 37 % switched. These numbers illustrate the effect of a falling field; they are not estimates for this film. A lateral average fails once domains are as wide as the film is thick, and here the largest are about 25 nm wide at the ideal half-time on the slowed clock (30 nm without slowing). The field then follows the local polarization: unswitched areas keep nearly the full field, and a wall sees roughly the mean of the fields on its two sides, which changes little as such a domain widens further. Growth is then slowed more at early times, since the loss at a wall does not wait for $c$ to grow. For a domain far from its neighbours the exponent falls less than with the lateral average; nearby domains add to the loss at a wall and can narrow that difference. Without interface charge, full reversal would also leave $E_\delta=1.78+7.53=9.3$ MV/cm in the layer, more than twice the rough breakdown field of 4 MV/cm used below, and even before reversal the layer would carry $2.5-7.53=-5.0$ MV/cm. Charge is therefore likely to pass through the layer and collect at the interface, where it would compensate the polarization and reduce the effect.

Other departures raise the exponent. If nuclei form at one electrode and grow as hemispheres, no faster through the film than sideways, a plane at height $z$ is covered by disks of squared radius $v^2t^2-z^2$. For initial nuclei, once $vt>h$, averaging over height gives

$$-\ln(1-c)=\pi N_0v^2t^2-\ln\big\langle e^{\pi N_0z^2}\big\rangle .$$

Subtracting a positive constant from a power law steepens its logarithmic slope. Numerical averaging over height gives 2.4 at the ideal half-time, and 3.6 for creation. Order among the nuclei acts more strongly. On a square lattice of the same density, the disks have not yet met at that time, so $c=\pi N_0v^2t^2=0.693$, and

$$n_{\rm loc}=\frac{2c}{(1-c)\,[-\ln(1-c)]}\approx3.8 .$$

This is still two-dimensional growth from initial nuclei; the change comes from the loss of randomness.

Two corrections are smaller at the half-time. A starting radius $r_0=1$ nm replaces $vt$ by $r_0+vt$ for initial nuclei, so that $n=2vt/(r_0+vt)=2\times14.85/15.85=1.87$ at the half-time; for creation the same change in each domain's reach gives 2.81. This last value is an approximation, because a phantom born with finite size near the edge of a domain sticks out slightly. With $N_s=10^{12}$ cm⁻² nucleation sites, $\nu=2\times10^{-3}$ ns⁻¹ and $\nu t_{50}=0.30$, which lowers the creation exponent to 2.93. Each of these estimates changes one assumption and keeps the other settings fixed; their combined effect need not be the sum.

The circuit matters little for a square pad 10 µm on a side. The larger current peak is $279\times10^{-6}$ A, which drops 14 mV across a series resistance of 50 Ω, against an applied 2.5 V. The charging time $RC$ is 0.13 ns. A rough leakage of 0.01 A/cm² is some $4\times10^{-5}$ of that peak. The initial field in the film is about 0.6 of a rough breakdown field of 4 MV/cm, which leaves a limited margin and says nothing about endurance under repeated cycling. If $E_a$ varies as $1/T$, heating from 300 to 358 K multiplies both rates by $\exp[4(1-300/358)]=1.91$. The half-times fall to about 78 ns and, if the field is uniform and constant, the exponents stay the same.

The size of the device sets a further condition. The pad contains about $10^5$ initial nuclei, so the fluctuation of their number is about 0.3 %. A cell 100 nm on a side would contain ten on average. Its individual transients would scatter widely. Since no domains enter across its edges, even the mean over many such cells would lag somewhat behind $c(t)$.

A fitted exponent therefore reveals the nucleation mode if the growth dimension is known and certain conditions hold: random nuclei, either all present at the start or created at a constant rate, domains that start with negligible size and share one convex shape and orientation, walls that move freely at one constant speed, independent of domain size and curvature, a sample much larger than the domains, and a field uniform in space and constant in time. For the film considered here, stopped walls or a 10 % field spread can each shift the exponent at the half-time by between about 0.3 and 1, which is comparable with the difference of 1 between the two mechanisms. Counting the domains as they appear during switching would offer separate evidence, since at equal half-times and equal wall speeds, as in this example, their total number differs by a factor of three. The wall speed must then be known too, because at a given half-time the number of domains varies as $1/v^2$.
